# How water stored in lanthanum oxide spoils ternary-film composition control: test program

```python
"""
Result under test: hydroxide-stored water released in a metal pulse adds
2*W/3 metal atoms per area to the self-limited uptake of a three-ligand
precursor. W is water released per area during the metal pulse.
Units: nm, s, molecules or atoms per nm^2; temperature K, pressure Torr.
The film is sealed below. Mobile water u exchanges with bound water w:
u_t = D u_xx - kf u + kb w, w_t = kf u - kb w, K = kf/kb.
Fast exchange gives total capacity C=(1+K)u_s and diffusivity D/(1+K).
The independent calculation integrates both populations on a grid.
Surface kinetics separately tests how released water becomes metal uptake.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import expm
from scipy.optimize import brentq

# Rough process values and chosen storage parameters.
temperature = 523.0
thickness = 5.0
water_time, purge_time, metal_time, final_purge = 2.0, 5.0, 2.0, 5.0
capacity = 6.0
diff_eff = 1.0
binding_ratio = 50.0
exchange_rate = 1000.0
mobile_diff = diff_eff * (1 + binding_ratio)
mobile_surface = capacity / (1 + binding_ratio)
la_density = 24.0
full_hydroxide = 1.5 * la_density
al_protons, al_ligands = 7.0, 5.0
la_protons, la_ligands = 3.0, 1.5
al_growth = (al_protons + al_ligands) / 3
la_growth = (la_protons + la_ligands) / 3
al_cycles, la_cycles = 3, 8


def modal_water(d=thickness, tp=purge_time, tm=metal_time,
                cap=capacity, diff=diff_eff):
    """Stored after water, stored at metal start, released in metal pulse."""
    q = (np.arange(2000) + 0.5) * np.pi
    rate = diff * (q / d)**2
    period = water_time + tp + tm + final_purge
    amount = cap * d * 2 / q**2
    amount *= -np.expm1(-rate * water_time) / -np.expm1(-rate * period)
    at_metal = amount * np.exp(-rate * tp)
    released = at_metal * -np.expm1(-rate * tm)
    return amount.sum(), at_metal.sum(), released.sum()


def grid_operator(d, ratio, kb, cells, barrier=np.inf):
    """Finite-volume rate matrix and source for unit surface mobile water."""
    dx = d / cells
    matrix = np.zeros((2 * cells, 2 * cells))
    hop = mobile_diff / dx**2
    for i in range(cells - 1):
        matrix[i, i] -= hop
        matrix[i, i + 1] += hop
        matrix[i + 1, i + 1] -= hop
        matrix[i + 1, i] += hop
    surface_rate = 1 / (dx / (2 * mobile_diff) + 1 / barrier) / dx
    matrix[cells - 1, cells - 1] -= surface_rate
    source = np.zeros(2 * cells)
    source[cells - 1] = surface_rate
    for i in range(cells):
        matrix[i, i] -= ratio * kb
        matrix[i, i + cells] += kb
        matrix[i + cells, i] += ratio * kb
        matrix[i + cells, i + cells] -= kb
    return matrix, source, dx


def grid_water(d=thickness, tp=purge_time, tm=metal_time,
               ratio=binding_ratio, kb=exchange_rate, barrier=np.inf):
    """Periodic two-population solution; returns release and its flux."""
    cells = 100
    matrix, _, dx = grid_operator(d, ratio, kb, cells, barrier)
    wet = expm(matrix * water_time)
    dry = expm(matrix * (tp + tm + final_purge))
    equilibrium = mobile_surface * np.r_[np.ones(cells),
                                         ratio * np.ones(cells)]
    identity = np.eye(2 * cells)
    after_water = np.linalg.solve(identity - wet @ dry,
                                  equilibrium - wet @ equilibrium)
    state = expm(matrix * tp) @ after_water
    times = np.linspace(0, tm, 41)
    step = expm(matrix * times[1])
    inventory = []
    for _ in times:
        inventory.append(dx * state.sum())
        state = step @ state
    curve = CubicSpline(times, inventory)
    flux = curve.derivative()
    return inventory[0] - inventory[-1], lambda t: -float(flux(t))


def surface_uptake(protons, max_ligands, duration, water_flux=None):
    """Metal uptake from explicit reactions of OH, ligands and water."""
    speed = 1000.0

    def rates(t, y):
        oh, ligand, metal = y
        free = 1 - ligand / max_ligands
        attach = speed * oh * free
        condense = 0.25 * speed * oh * ligand
        dissociate = speed * free
        hydrolyse = 0.0 if water_flux is None else water_flux(t)
        return [-attach - condense + hydrolyse,
                2 * attach - condense - hydrolyse + 3 * dissociate,
                attach + dissociate]

    answer = solve_ivp(rates, (0, duration), [protons, 0, 0],
                       method="BDF", rtol=1e-7, atol=1e-9)
    assert answer.success
    return answer.y[2, -1]


def limited_storage(max_bound):
    """Cycles from a dry film with a finite number of hydroxide places."""
    cells = 40
    matrix, source, dx = grid_operator(thickness, binding_ratio,
                                       exchange_rate, cells)
    surface = mobile_surface / (1 - binding_ratio * mobile_surface / max_bound)
    kf = binding_ratio * exchange_rate

    def advance(state, duration, surface_value):
        def rates(_, y):
            change = matrix @ y + source * surface_value
            blocked = kf * y[:cells] * y[cells:] / max_bound
            change[:cells] += blocked
            change[cells:] -= blocked
            return change
        answer = solve_ivp(rates, (0, duration), state, method="BDF",
                           rtol=1e-6, atol=1e-8)
        assert answer.success
        return answer.y[:, -1]

    state = np.zeros(2 * cells)
    for _ in range(7):
        state = advance(state, water_time, surface)
        state = advance(state, purge_time, 0.0)
        before = dx * state.sum()
        state = advance(state, metal_time, 0.0)
        released = before - dx * state.sum()
        state = advance(state, final_purge, 0.0)
    return released


def al_fraction(released):
    extra = 2 * released / 3
    al = al_cycles * (al_growth + extra)
    la = la_cycles * (la_growth + extra)
    return al / (al + la)


stored, at_metal, released = modal_water()
extra = 2 * released / 3
grid_release, release_flux = grid_water()
assert abs(grid_release / released - 1) < 0.01

# Other thicknesses and weaker binding test the storage law separately.
for d in (2.0, 10.0):
    assert abs(grid_water(d=d)[0] / modal_water(d=d)[2] - 1) < 0.02
weak_ratio = 5.0
weak_diff = mobile_diff / (1 + weak_ratio)
weak = modal_water(cap=mobile_surface * (1 + weak_ratio), diff=weak_diff)[2]
fast_error = abs(grid_water(ratio=weak_ratio)[0] / weak - 1)
assert fast_error < 0.01

# Slower exchange lowers the drying rate and breaks the fast-exchange law.
slower_kb = 100.0
slower_error = abs(grid_water(ratio=weak_ratio, kb=slower_kb)[0] / weak - 1)
assert fast_error < slower_error / 5
weak_matrix = grid_operator(thickness, weak_ratio, slower_kb, 100)[0]
drying_rate = np.min(-np.linalg.eigvals(weak_matrix).real)
ideal_rate = weak_diff * (np.pi / (2 * thickness))**2
slowing = 1 - drying_rate / ideal_rate
predicted_slowing = weak_ratio * ideal_rate / ((1 + weak_ratio) * slower_kb)
assert abs(slowing / predicted_slowing - 1) < 0.1

no_binding = modal_water(cap=mobile_surface, diff=mobile_diff)[2]
assert abs(grid_water(ratio=0.0)[0]) < 1e-6
assert no_binding < 1e-6
assert abs(modal_water(d=40.0)[2] / modal_water(d=20.0)[2] - 1) < 0.01

# Without release the pulse saturates; with release it gains 2W/3.
al_plain = surface_uptake(al_protons, al_ligands, metal_time)
la_plain = surface_uptake(la_protons, la_ligands, metal_time)
al_long = surface_uptake(al_protons, al_ligands, 8.0)
assert abs(al_plain - al_growth) < 1e-3
assert abs(la_plain - la_growth) < 1e-3
assert abs(al_long - al_plain) < 1e-3
al_wet = surface_uptake(al_protons, al_ligands, metal_time, release_flux)
la_wet = surface_uptake(la_protons, la_ligands, metal_time, release_flux)
assert abs((al_wet - al_plain) / extra - 1) < 0.015
assert abs((la_wet - la_plain) / extra - 1) < 0.015
long_release, long_flux = grid_water(tm=8.0)
al_long_wet = surface_uptake(al_protons, al_ligands, 8.0, long_flux)
long_extra = 2 * modal_water(tm=8.0)[2] / 3
assert abs((al_long_wet - al_long) / long_extra - 1) < 0.015
simulated_fraction = al_cycles * al_wet / (al_cycles * al_wet
                                           + la_cycles * la_wet)
assert abs(simulated_fraction - al_fraction(released)) < 1e-3

# Purge that brings the aluminium fraction within 0.005 of nominal.
target_error = 0.005
nominal = al_fraction(0.0)
needed_purge = brentq(lambda tp: nominal - al_fraction(modal_water(tp=tp)[2])
                      - target_error, purge_time, 200.0)
purge_check = al_fraction(grid_water(tp=needed_purge)[0])
assert abs(nominal - purge_check - target_error) < 2e-4

# Sizes of neglected effects.
linear_check = limited_storage(1e9)
assert abs(linear_check / released - 1) < 0.02
finite_sites = limited_storage(full_hydroxide)
slow_rate = 1.0
slow_release = grid_water(kb=slow_rate)[0]
barrier_thickness, barrier_factor = 0.1, 100.0
barrier_value = mobile_diff / barrier_factor / barrier_thickness
barrier_release = grid_water(barrier=barrier_value)[0]
activation = 0.8
heat_factor = np.exp(activation * const.e / const.k
                     * (1 / temperature - 1 / (temperature + 10)))
hot_release = modal_water(diff=diff_eff * heat_factor)[2]
precursor_torr, precursor_mass = 0.01, 600.0
pressure = precursor_torr * const.atm / 760
impingement = pressure / np.sqrt(2 * np.pi * precursor_mass
                                 * const.atomic_mass * const.k * temperature)
impingement *= 1e-18
period = water_time + purge_time + metal_time + final_purge
mean_growth = (al_cycles * al_growth + la_cycles * la_growth) / (
    al_cycles + la_cycles) / la_density

print(f"Temperature: {temperature:.0f} K; film: {thickness:.1f} nm")
print(f"Water / purge: {water_time:.1f} / {purge_time:.1f} s")
print(f"Metal / final purge: {metal_time:.1f} / {final_purge:.1f} s")
print(f"Water capacity C: {capacity:.1f} nm^-3")
print(f"Effective diffusivity: {diff_eff:.2f} nm^2/s")
print(f"Mobile diffusivity: {mobile_diff:.1f} nm^2/s")
print(f"Binding ratio K: {binding_ratio:.0f} (no unit)")
print(f"Exchange rate kb: {exchange_rate:.0f} s^-1")
print(f"Al protons / ligands: {al_protons:.1f} / {al_ligands:.1f} nm^-2")
print(f"La protons / ligands: {la_protons:.1f} / {la_ligands:.1f} nm^-2")
print(f"La / Al cycles: {la_cycles} / {al_cycles}")
print(f"Slowest drying rate: {diff_eff*(np.pi/(2*thickness))**2:.4f} s^-1")
print(f"Stored after water: {stored:.3f} H2O/nm^2")
print(f"Stored at metal start: {at_metal:.3f} H2O/nm^2")
print(f"Released, modes: {released:.4f} H2O/nm^2")
print(f"Released, grid: {grid_release:.4f} H2O/nm^2")
print(f"Extra metal per pulse: {extra:.4f} nm^-2")
print(f"Largest possible extra: {2*at_metal/3:.3f} nm^-2")
print(f"Al self-limited / total: {al_growth:.3f} / {al_growth+extra:.3f} nm^-2")
print(f"La self-limited / total: {la_growth:.3f} / {la_growth+extra:.3f} nm^-2")
print(f"Relative excess Al / La: {100*extra/al_growth:.1f} / "
      f"{100*extra/la_growth:.1f} %")
print(f"Simulated Al / La uptake: {al_wet:.3f} / {la_wet:.3f} nm^-2")
print(f"Al metal fraction nominal: {nominal:.4f}")
print(f"Al metal fraction with storage: {al_fraction(released):.4f}")
print(f"Al fraction, surface simulation: {simulated_fraction:.4f}")
print(f"Al fraction, huge-excess limit: {al_cycles/(al_cycles+la_cycles):.4f}")
for tm in (1.0, 2.0, 4.0, 8.0):
    value = al_growth + 2 * modal_water(tm=tm)[2] / 3
    print(f"Al uptake, {tm:.0f} s pulse: {value:.3f} nm^-2")
print(f"Al uptake, 8 s, no storage: {al_long:.3f} nm^-2")
for d in (1.0, 2.0, 5.0, 10.0, 20.0):
    value = modal_water(d=d)[2]
    print(f"d={d:.0f} nm: W={value:.4f} nm^-2, Al frac={al_fraction(value):.4f}")
print(f"Released at K={weak_ratio:.0f}: {weak:.4f} H2O/nm^2")
print(f"Released at K=0: {no_binding:.1e} H2O/nm^2")
print(f"K={weak_ratio:.0f} law error, kb={slower_kb:.0f}/{exchange_rate:.0f} "
      f"s^-1: {100*slower_error:.2f} / {100*fast_error:.2f} %")
print(f"Purge for {target_error:.3f} Al-fraction error: {needed_purge:.1f} s")
print(f"Full hydroxide capacity: {full_hydroxide:.1f} H2O/nm^3")
print(f"Surface / mean filling: {100*capacity/full_hydroxide:.1f} / "
      f"{100*stored/(full_hydroxide*thickness):.1f} %")
for label, value in (("finite sites", finite_sites),
                     (f"kb={slow_rate:.0f} s^-1", slow_release),
                     ("surface barrier", barrier_release),
                     ("10 K hotter", hot_release)):
    print(f"{label}: W={value:.4f} nm^-2, Al frac={al_fraction(value):.4f}")
print(f"Barrier: {barrier_thickness:.1f} nm, "
      f"permeability lower by {barrier_factor:.0f}x")
print(f"Activation energy: {activation:.1f} eV; D factor: {heat_factor:.3f}")
print(f"Al fraction at half capture: {al_fraction(0.5*released):.4f}")
print(f"Growth per cycle (rough): {mean_growth:.3f} nm")
print(f"Diffusion length per cycle: {np.sqrt(diff_eff*period):.2f} nm")
print(f"Precursor: {precursor_torr:.2f} Torr, {precursor_mass:.0f} u")
print(f"Precursor impingement: {impingement:.2e} nm^-2 s^-1")
print(f"Water flux at metal start: {release_flux(0.0):.3f} nm^-2 s^-1")
print("success")
```

Output:

```
Temperature: 523 K; film: 5.0 nm
Water / purge: 2.0 / 5.0 s
Metal / final purge: 2.0 / 5.0 s
Water capacity C: 6.0 nm^-3
Effective diffusivity: 1.00 nm^2/s
Mobile diffusivity: 51.0 nm^2/s
Binding ratio K: 50 (no unit)
Exchange rate kb: 1000 s^-1
Al protons / ligands: 7.0 / 5.0 nm^-2
La protons / ligands: 3.0 / 1.5 nm^-2
La / Al cycles: 8 / 3
Slowest drying rate: 0.0987 s^-1
Stored after water: 11.032 H2O/nm^2
Stored at metal start: 3.578 H2O/nm^2
Released, modes: 0.6581 H2O/nm^2
Released, grid: 0.6581 H2O/nm^2
Extra metal per pulse: 0.4387 nm^-2
Largest possible extra: 2.385 nm^-2
Al self-limited / total: 4.000 / 4.439 nm^-2
La self-limited / total: 1.500 / 1.939 nm^-2
Relative excess Al / La: 11.0 / 29.2 %
Simulated Al / La uptake: 4.438 / 1.938 nm^-2
Al metal fraction nominal: 0.5000
Al metal fraction with storage: 0.4620
Al fraction, surface simulation: 0.4620
Al fraction, huge-excess limit: 0.2727
Al uptake, 1 s pulse: 4.241 nm^-2
Al uptake, 2 s pulse: 4.439 nm^-2
Al uptake, 4 s pulse: 4.746 nm^-2
Al uptake, 8 s pulse: 5.142 nm^-2
Al uptake, 8 s, no storage: 4.000 nm^-2
d=1 nm: W=0.0000 nm^-2, Al frac=0.5000
d=2 nm: W=0.2237 nm^-2, Al frac=0.4855
d=5 nm: W=0.6581 nm^-2, Al frac=0.4620
d=10 nm: W=0.6276 nm^-2, Al frac=0.4634
d=20 nm: W=0.6273 nm^-2, Al frac=0.4634
Released at K=5: 0.0285 H2O/nm^2
Released at K=0: 5.6e-12 H2O/nm^2
K=5 law error, kb=100/1000 s^-1: 2.41 / 0.25 %
Purge for 0.005 Al-fraction error: 24.3 s
Full hydroxide capacity: 36.0 H2O/nm^3
Surface / mean filling: 16.7 / 6.1 %
finite sites: W=0.7710 nm^-2, Al frac=0.4567
kb=1 s^-1: W=0.7119 nm^-2, Al frac=0.4594
surface barrier: W=0.1500 nm^-2, Al frac=0.4900
10 K hotter: W=0.8330 nm^-2, Al frac=0.4539
Barrier: 0.1 nm, permeability lower by 100x
Activation energy: 0.8 eV; D factor: 1.395
Al fraction at half capture: 0.4792
Growth per cycle (rough): 0.091 nm
Diffusion length per cycle: 3.74 nm
Precursor: 0.01 Torr, 600 u
Precursor impingement: 6.27e+03 nm^-2 s^-1
Water flux at metal start: 0.374 nm^-2 s^-1
success
```
